# The Y-Function and Constant Series Resistance in Organic Transistors

## What goes wrong when mobility is read from the transconductance

In the linear regime the field-effect mobility is often taken from the slope of the transfer curve,

$$\mu_{\rm app}=\frac{L}{W C_i V_D}\,g_m ,\qquad g_m=\left(\frac{\partial I}{\partial V_G}\right)_{V_D}.$$

This assigns the whole drain voltage to the channel. If the contacts take a share of it, and a growing share as the channel becomes more conductive, the slope falls and the mobility seems to fall with it. This is the case of a constant contact resistance; one that falls steeply with gate voltage can instead raise the slope and make the mobility seem too high.

Consider a model transistor with $W=1000$ µm, $L=20$ µm, $C_i=10$ nF/cm², low-field mobility $\mu_0=1$ cm²/(V s), threshold $V_T=5$ V, drain voltage $V_D=1$ V and total contact resistance $R=100$ kΩ. Its mobility is also weakly attenuated by the gate, as specified below. At $V_G=35$ V, $g_m=0.0652$ µA/V, and the formula gives

$$\mu_{\rm app}=\frac{0.02\times0.0652\times10^{-6}}{10^{-8}\times 1}\approx0.13\ \text{cm}^2/(\text{V s}),$$

with $C_i$ in F/cm². Without contacts $g_m$ would be $0.298$ µA/V and the result $0.60$. Attenuation therefore causes part of the error and the contacts the rest. The combination

$$Y=\frac{I}{\sqrt{g_m}}$$

removes both effects under the conditions derived here.

## Model and sign conventions

The formulas are written for an n-type device with the external source terminal grounded. For a p-type device, reverse the signs of $V_G$, $V_D$, $V_T$ and $I$ first. SI-based units are used.

Let $\varphi(y)$ be the channel potential at distance $y$ from the source. In the gradual-channel approximation the mobile charge per area is $C_i x$, with local overdrive $x=V_G-V_T-\varphi$. The current is the same at every $y$:

$$I=W C_i\,\mu(x)\,x\,\frac{d\varphi}{dy}.$$

Multiplying by $dy$, integrating over the length $L$ and dividing by $L$ gives

$$I=\int_{IR_S}^{V_D-IR_D} g(V_G-V_T-\varphi)\,d\varphi,\qquad g(x)=\frac{WC_i}{L}\,\mu(x)\,x. \tag{1}$$

The limits are the potentials at the two channel ends, after the drops across the source resistance $R_S$ and the drain resistance $R_D$. Linear operation requires $x>0$ along the whole channel, including its drain end. The contacts are taken as ohmic, so that each drop is proportional to the current. The threshold is taken as constant, and gate leakage is neglected.

Define

$$R=R_S+R_D,\qquad \delta=\frac{R_S-R_D}{2},\qquad u=V_G-V_T-\frac{V_D}{2}.$$

The voltage across the channel is $v=V_D-IR$. The midpoint of the integration range is $\varphi_m=V_D/2+\delta I$, so the overdrive there is $x_m=u-\delta I$. Writing $\varphi=\varphi_m+s$ and expanding $g(x_m-s)$ gives

$$\int_{-v/2}^{v/2}\left[g(x_m)-s\,g'(x_m)+\frac{s^2}{2}g''(x_m)+\dots\right]ds
= v\,g(x_m)+\frac{v^3}{24}g''(x_m)+\dots$$

The term linear in $s$ vanishes by symmetry. Hence

$$I\simeq (V_D-IR)\,g(u-\delta I), \tag{2}$$

where the omitted term, relative to the current, is about $v^2g''/(24g)$. For constant mobility $g$ is linear in $x$, and (2) is exact at any drain voltage within the linear regime.

## The cancellation

Take equal contacts, $\delta=0$, and define the channel resistance $R_{\rm ch}(u)=1/g(u)$. Collecting the terms in $I$ in (2) gives $I(1+Rg)=V_Dg$. Division by $g$ then yields

$$I=\frac{V_D}{R+R_{\rm ch}(u)}. \tag{3}$$

At fixed $V_D$, $du/dV_G=1$. Since $R$ does not depend on $V_G$,

$$g_m=\frac{V_D\,[-R_{\rm ch}'(u)]}{[R+R_{\rm ch}(u)]^2}. \tag{4}$$

The channel resistance falls with overdrive, so the bracket $-R_{\rm ch}'$ is positive. Dividing (3) by the square root of (4) gives

$$Y=\frac{V_D}{R+R_{\rm ch}}\;\frac{R+R_{\rm ch}}{\sqrt{V_D(-R_{\rm ch}')}}
=\sqrt{\frac{V_D}{-R_{\rm ch}'(u)}}. \tag{5}$$

The resistance $R$ has dropped out, whatever the decreasing function $R_{\rm ch}(u)$ may be. The reason is visible in the identity

$$\frac{1}{Y^2}=\frac{g_m}{I^2}=-\frac{\partial}{\partial V_G}\left(\frac1I\right).$$

At fixed $V_D$, $1/I$ is proportional to the total resistance. The Y-function responds to the change of that resistance with gate voltage, and a constant part does not change. The contacts must be ohmic for this. If equal contacts have a total drop $U(I)$ that is nonlinear in the current, then $I=(V_D-U)g$ and $g_m=(V_D-U)g'/(1+g\,dU/dI)$, so $Y^2=(V_D-U+I\,dU/dI)/(-R_{\rm ch}')$. The contact terms cancel for $U=IR$ but not in general, even when $U$ has no direct dependence on the gate. Injection-limited contacts therefore fall outside (5).

## The straight line for attenuated mobility

Let $\mu(x)=\mu_0/(1+\theta_0x)$ and $\beta=WC_i\mu_0/L$. Then $g=\beta x/(1+\theta_0x)$ and

$$R_{\rm ch}(u)=\frac{1+\theta_0u}{\beta u}=\frac{1}{\beta u}+\frac{\theta_0}{\beta},
\qquad -R_{\rm ch}'(u)=\frac{1}{\beta u^2}.$$

This attenuation acts as a constant resistance $\theta_0/\beta$ and cancels for the same reason as $R$. Equation (5) becomes

$$\boxed{Y=\sqrt{\beta V_D}\left(V_G-V_T-\frac{V_D}{2}\right)} \tag{6}$$

The current and transconductance do keep the resistance. Multiplying numerator and denominator of (3) by $\beta u$ gives

$$I=\frac{\beta V_Du}{1+\theta u},\qquad \theta=\theta_0+\beta R. \tag{7}$$

The quotient rule then gives

$$g_m=\beta V_D\frac{(1+\theta u)-\theta u}{(1+\theta u)^2}=\frac{\beta V_D}{(1+\theta u)^2}. \tag{8}$$

For $\theta u\ll1$, $g_m\to\beta V_D$ and the direct mobility formula is adequate. For $\theta u\gg1$ the current approaches $\beta V_D/\theta$ and $g_m$ falls as $1/u^2$, while $Y$ keeps its slope. The price is sensitivity to noise: small errors obey $\Delta Y/Y=\Delta I/I-\tfrac12\Delta g_m/g_m$, and the last term grows when a fixed error in $g_m$ meets a small $g_m$.

## Extraction procedure

1. Sweep $V_G$ at fixed $V_D$, differentiate $I$ and form $Y$.
2. Fit $Y$ against $V_G$ over the range where it is straight. With slope $S$ and zero crossing $V_0$,
$$\beta=\frac{S^2}{V_D},\qquad V_T=V_0-\frac{V_D}{2},\qquad \mu_0=\frac{\beta L}{WC_i}.$$
3. Fit $1/\sqrt{g_m}$ against $V_G$. By (8) it equals $(1+\theta u)/\sqrt{\beta V_D}$, with slope $P=\theta/\sqrt{\beta V_D}$. Since $S=\sqrt{\beta V_D}$, the product is $SP=\theta$.
4. Interpret $\theta$ with care. For equal contacts whose resistance does not depend on the gate, one device gives $\theta/\beta=R+\theta_0/\beta$, which is an upper bound on $R$ if $\theta_0\ge0$. To separate the two parts, measure several channel lengths with common $R$ and $\theta_0$ and fit $\theta=\theta_0+R\beta$. The slope is $R$ and the intercept is $\theta_0$.

## Worked numbers

For the device above, $\beta=0.5$ µA/V². With $\theta_0=0.01$ V⁻¹ and $\beta R=0.05$ V⁻¹, $\theta=0.06$ V⁻¹. The following values come from a self-consistent solution of (1) with equal contacts and numerical differentiation. $Y$ is in $10^{-3}$ A$^{1/2}$V$^{1/2}$.

| $V_G$ (V) | $I$, $R=0$ (µA) | $I$, with $R$ (µA) | $Y$, $R=0$ | $Y$, with $R$ |
|---|---|---|---|---|
| 15 | 4.338 | 3.025 | 6.7170 | 6.7172 |
| 25 | 8.159 | 4.493 | 13.7880 | 13.7884 |
| 35 | 11.390 | 5.325 | 20.8591 | 20.8595 |
| 45 | 14.158 | 5.861 | 27.9302 | 27.9306 |

At 45 V the contacts remove more than half of the current, yet over the sweep $Y$ changes by at most $3.2\times10^{-5}$ of its value. This remainder comes from the midpoint rule. Here $g''=-2\beta\theta_0/(1+\theta_0x)^3$, so the term omitted from (2), relative to the current, is about $\varepsilon=-v^2\theta_0/[12u(1+\theta_0u)^2]$. It depends on $v$, and hence on $R$. A small relative change $\varepsilon$ of $g$ in (2) changes the current at fixed $V_D$ by $\Delta I/I=\varepsilon/(1+Rg)=\varepsilon v/V_D$. At $V_G=15$ V this is about $-7\times10^{-5}$ without contacts, where $v=1$ V, and about a third of that with them, where $v\approx0.70$ V. The transconductance shifts upward, by $2.1\times10^{-5}$ without contacts and $5.3\times10^{-5}$ with them, and half of that shift lowers $Y$ further. The total shifts of $Y$ are $-8.4\times10^{-5}$ without contacts and $-5.1\times10^{-5}$ with them, and their difference is the remainder quoted above. For constant mobility the term is absent: tests at $V_D=1$ and 4 V agree with (6) to $3.3\times10^{-10}$, relative to $Y$.

The end points of the column with $R$ give the slope

$$S=\frac{(27.9306-6.7172)\times10^{-3}}{30}=0.7071\times10^{-3}\ \text{A}^{1/2}\text{V}^{-1/2}.$$

Thus $\beta=S^2/V_D=0.500$ µA/V² and $\mu_0=1.00$ cm²/(V s), or $1.00\times10^{-4}$ m²/(V s). The zero crossing is $15-6.7172/0.7071=5.50$ V, so $V_T=5.00$ V.

The single-device bound is $\theta/\beta=120$ kΩ, which exceeds the true $R$ by $\theta_0/\beta=20$ kΩ. For $L=10$ and 80 µm, the fits give $\theta=0.1100$ and $0.0225$ V⁻¹ at $\beta=1.000$ and $0.125$ µA/V². Therefore

$$R=\frac{0.1100-0.0225}{(1.000-0.125)\times10^{-6}}=100\ \text{kΩ},\qquad
\theta_0=0.11-0.10=0.01\ \text{V}^{-1}.$$

## Unequal source and drain resistances

A drop at the source lowers the mean overdrive, while a drop at the drain raises it. Equal drops compensate. For unequal ones, solving (2) for its explicit factor of $I$ gives

$$I=f(u-\delta I),\qquad f(u)=\frac{V_D}{R+R_{\rm ch}(u)}.$$

To first order in $\delta$, with primes denoting derivatives with respect to $u$,

$$I\simeq f-\delta ff',\qquad g_m\simeq f'-\delta\left(f'^2+ff''\right).$$

Expanding the inverse square root,

$$g_m^{-1/2}\simeq f'^{-1/2}\left[1+\frac{\delta}{2}\left(f'+\frac{ff''}{f'}\right)\right].$$

Multiplication by $I\simeq f(1-\delta f')$, with $Y_0=f/\sqrt{f'}$, gives

$$\frac{Y}{Y_0}\simeq1-\frac{\delta}{2}\left(f'-\frac{ff''}{f'}\right).$$

For (7), $f'=\beta V_D/(1+\theta u)^2$ and $f''/f'=-2\theta/(1+\theta u)$, so

$$\frac{Y}{Y_0}-1\simeq-\frac{\delta\beta V_D}{2}\,\frac{1+2\theta u}{(1+\theta u)^2}. \tag{9}$$

The last fraction equals $1-(\theta u)^2/(1+\theta u)^2$ and cannot exceed one. The first-order error is therefore at most $|\delta|\beta V_D/2$, and since $|\delta|\le R/2$, at most $\beta RV_D/4$. Second-order terms can carry the full error slightly past this bound when the resistance sits at the drain and the overdrive is low. The error can be reduced by lowering $V_D$.

Place all 100 kΩ at the source. Then $\delta=50$ kΩ and $\delta\beta V_D=0.025$. At $V_G=15$ V, $\theta u=0.57$, and (9) gives $-0.0125\times2.14/1.57^2=-1.085\,\%$. The circuit solution gives $-1.078\,\%$. In a separate test with $\theta_0=0$, halving $V_D$ reduces the largest remainder beyond (9) by a factor of 4.05, as expected for a second-order term. A line fit to the source-only data gives a mobility of 0.99 cm²/(V s) and a threshold of 5.07 V. The error is small here, but it is not zero.

## When the mobility rises with gate voltage

In organic semiconductors the mobility may increase with carrier density. Take $\mu=\mu_0(x/V_{\rm ref})^\gamma$ with $\gamma>0$, no attenuation and equal contacts. Then

$$R_{\rm ch}=\frac{V_{\rm ref}^{\gamma}}{\beta u^{1+\gamma}},\qquad
-R_{\rm ch}'=\frac{(1+\gamma)V_{\rm ref}^{\gamma}}{\beta u^{2+\gamma}},$$

and (5) gives

$$Y=\sqrt{\frac{\beta V_D}{1+\gamma}}\;u\left(\frac{u}{V_{\rm ref}}\right)^{\gamma/2}. \tag{10}$$

Constant $R$ still cancels, up to the midpoint error, but $Y$ is curved. For $\gamma=0.5$ and $V_{\rm ref}=10$ V, a straight-line fit over 15 to 45 V returns $V_T=9.3$ V instead of 5 V. The tangent to (10) at $u_t$ crosses zero at $u=\gamma u_t/(2+\gamma)$, which is $u_t/5$ here. At the middle of the sweep, $u_t=24.5$ V, this is a threshold error of 4.9 V, close to the fitted error of 4.3 V.

If $\gamma$ is known, plot $Y^{2/(2+\gamma)}$, which is linear in $u$. The cancellation of $R$ does not by itself justify fitting $Y$ with a line.

## When the contact resistance depends on the gate

If the total contact resistance $R_c$ varies with $V_G$, its derivative survives:

$$Y=\sqrt{\frac{V_D}{-R_{\rm ch}'-R_c'}}.$$

Take $R_c=R+a/u$, divided equally between source and drain, and the attenuated mobility of (6). The two terms under the root add to

$$-R_{\rm ch}'-R_c'=\frac{1}{\beta u^2}+\frac{a}{u^2}=\frac{1+a\beta}{\beta u^2},$$

so

$$Y=\sqrt{\beta_{\rm fit}V_D}\,u,\qquad \beta_{\rm fit}=\frac{\beta}{1+a\beta}. \tag{11}$$

The plot remains straight and gives the correct threshold, but the mobility is too low by the factor $1+a\beta$. A straight Y plot is therefore no proof of constant contact resistance. These results, and the remedy below, belong to the form $a/u$ with the same $u$ as the channel. If the contact term has a threshold of its own, the fitted $V_T$ is shifted. If $R_c$ falls steeply, for instance exponentially, $Y$ approaches the line (6) from below, its slope can exceed $\sqrt{\beta V_D}$, and the fitted mobility can be too high.

For $a=1$ MΩ V the apparent mobility is 0.50, 0.67, 0.80 and 0.89 cm²/(V s) at $L=10$, 20, 40 and 80 µm. This dependence on length is a warning sign, though not a unique one: by (9), unequal constant contacts also make the fitted mobility depend on length, here by about 1 % or less. Inverting (11) gives the remedy, provided $a$ is common to all devices:

$$\frac{1}{\beta_{\rm fit}}=\frac1\beta+a=\frac{L}{WC_i\mu_0}+a.$$

A line fit against $L$ recovers $a=1.00$ MΩ V from the intercept and $\mu_0=1.00$ cm²/(V s) from the slope.

The resistance fit must be changed as well. The part of the total resistance that does not vary with $u$ is $R+\theta_0/\beta$, and it equals $\theta_{\rm fit}/\beta_{\rm fit}$. Thus

$$\frac{\theta_{\rm fit}}{\beta_{\rm fit}}=R+\frac{\theta_0L}{WC_i\mu_0},$$

and the intercept against $L$ is $R$ even when $a\ne0$. By contrast, $\beta_{\rm fit}/\beta=1-a\beta_{\rm fit}$ turns the earlier plot into $\theta_{\rm fit}=\theta_0+(R-a\theta_0)\beta_{\rm fit}$, whose slope is no longer $R$.

## Threshold drift during the sweep

Charge trapping can make $V_T$ change while $V_G$ is swept. Then $du/dV_G=1-dV_T/dV_G$, and this factor multiplies $g_m$ in (4). For equal, constant contacts and a positive factor, (6) becomes

$$Y=\frac{\sqrt{\beta V_D}\;u}{\sqrt{1-dV_T/dV_G}}.$$

The series resistance still cancels, but the slope no longer measures $\beta$ alone. If forward and reverse sweeps give different Y lines, a single constant threshold does not describe the data, and the extracted mobility should not be accepted without resolving the difference.

The numerical output below lists the main computed values, with the sweeps shown at selected gate voltages.

## Computed results

```
W = 1000 um, L = 20 um
Ci = 10.0 nF/cm^2
mu0 = 1.000 cm^2/(V s)
VT = 5.00 V, VD = 1.00 V
theta0 = 0.0100 1/V, R = 100.0 kOhm
beta = 0.5000 uA/V^2
beta*R = 0.0500 1/V, theta = 0.0600 1/V
gate sweep: 15 to 45 V, step 1 V
Y in 1e-3 A^(1/2) V^(1/2); I in uA; gm in uA/V
VG = 15 V, u = 9.5 V
  R = 0: I = 4.3376, gm = 0.41701, Y = 6.7170
  with R: I = 3.0254, gm = 0.20286, Y = 6.7172
  formula Y = 6.7175
VG = 25 V, u = 19.5 V
  R = 0: I = 8.1588, gm = 0.35014, Y = 13.7880
  with R: I = 4.4931, gm = 0.10618, Y = 13.7884
  formula Y = 13.7886
VG = 35 V, u = 29.5 V
  R = 0: I = 11.3898, gm = 0.29815, Y = 20.8591
  with R: I = 5.3249, gm = 0.06517, Y = 20.8595
  formula Y = 20.8597
VG = 45 V, u = 39.5 V
  R = 0: I = 14.1576, gm = 0.25694, Y = 27.9302
  with R: I = 5.8605, gm = 0.04403, Y = 27.9306
  formula Y = 27.9307
largest relative change of Y due to R: 3.2e-05
constant mobility, VD = 1 and 4 V: largest relative error 3.3e-10
mobility from gm at VG = 35 V: 0.1303 cm^2/(V s)
mobility from Y slope: 1.0000 cm^2/(V s)
VT from Y: 5.0005 V, theta from slopes: 0.06000 1/V
one-device upper bound theta/beta: 120.00 kOhm
L = 10 um: beta = 1.0000 uA/V^2, theta = 0.11000 1/V
L = 20 um: beta = 0.5000 uA/V^2, theta = 0.06000 1/V
L = 40 um: beta = 0.2500 uA/V^2, theta = 0.03500 1/V
L = 80 um: beta = 0.1250 uA/V^2, theta = 0.02250 1/V
from four lengths: R = 100.00 kOhm, theta0 = 0.01000 1/V
source-only R, VG = 15 V: Y shift -1.078 %, formula -1.085 %
source-only R: mobility 0.9905 cm^2/(V s), VT 5.0737 V
source-only remainder ratio on halving VD: 4.048
power law gamma = 0.5, V_ref = 10 V: line-fit VT = 9.316 V
gate-dependent contact: a = 1.00 MOhm V
  L = 10 um: apparent mobility 0.5000 cm^2/(V s)
  L = 20 um: apparent mobility 0.6667 cm^2/(V s)
  L = 40 um: apparent mobility 0.8000 cm^2/(V s)
  L = 80 um: apparent mobility 0.8889 cm^2/(V s)
  from 1/beta against L: a = 1.0000 MOhm V, mu0 = 1.0000 cm^2/(V s)
```
